\section*{Transforming Bloch spinor coefficients under space-group operations and time reversal, part 1}

(Sections cited here and not found follow in the later parts.)

\section{Definitions and conventions}

Hartree atomic units are used throughout, so $\hbar=m_e=1$, lengths are in bohr and energies in hartree. The primitive lattice vectors of the crystal are the columns of a real $3\times3$ matrix $A$, the cell volume is $\Omega=\det A$, and a lattice vector is $\mathbf L=A\boldsymbol\ell$ with $\boldsymbol\ell$ a column of integers. The reciprocal basis vectors are the columns of
\begin{equation}
B=2\pi A^{-T},\qquad B^{T}A=2\pi\,\mathbb 1 ,
\label{eq:B}
\end{equation}
where $A^{-T}$ is the inverse of the transpose. A reciprocal lattice vector is $\mathbf G=B\mathbf m$ with integer $\mathbf m$. Reduced coordinates are defined by $\mathbf r=A\mathbf x$ and $\mathbf k=B\boldsymbol\kappa$, and Eq.~(\ref{eq:B}) gives $\mathbf k\cdot\mathbf r=\boldsymbol\kappa^{T}B^{T}A\,\mathbf x=2\pi\,\boldsymbol\kappa\cdot\mathbf x$. In particular $e^{i\mathbf G\cdot\mathbf L}=e^{2\pi i\,\mathbf m\cdot\boldsymbol\ell}=1$.

A one-electron Bloch spinor at wave vector $\mathbf k$ is
\begin{equation}
\psi(\mathbf r)=\frac{1}{\sqrt\Omega}\sum_{\mathbf G}c(\mathbf G)\,e^{i(\mathbf k+\mathbf G)\cdot\mathbf r},\qquad
c(\mathbf G)=\begin{pmatrix}c_\uparrow(\mathbf G)\\ c_\downarrow(\mathbf G)\end{pmatrix},
\label{eq:bloch}
\end{equation}
normalized in one cell, $\sum_{\mathbf G}c^\dagger(\mathbf G)c(\mathbf G)=1$. The spin components refer to the fixed Cartesian $z$ axis. The full wave vector of a term is written $\mathbf K=\mathbf k+\mathbf G$. In a calculation the sum is cut to the $\mathbf k$-centred sphere
\begin{equation}
S_{\mathbf k}=\{\mathbf G:\ \tfrac12|\mathbf k+\mathbf G|^2\le E_{\rm cut}\}.
\label{eq:sphere}
\end{equation}

A space-group operation $g=\{R|\mathbf t\}$ moves the point $\mathbf r$ to $g\mathbf r=R\mathbf r+\mathbf t$, where $R$ is orthogonal, $R^{-1}=R^{T}$, $\det R=\pm1$. Solving for $\mathbf r$ gives $g^{-1}\mathbf r=R^{-1}(\mathbf r-\mathbf t)$. The convention is active: the crystal and the wave function are moved and the axes stay fixed, so the moved function takes at $\mathbf r$ the value the old one had at $g^{-1}\mathbf r$. The translation $\mathbf t=A\boldsymbol\tau$ is called fractional when $\boldsymbol\tau$ is not integer. The proper part of $R$ is
\begin{equation}
R_p=(\det R)\,R,\qquad \det R_p=(\det R)^3\det R=+1 ,
\end{equation}
a rotation by an angle $\theta$ about a unit axis $\mathbf n$ in the right-handed sense. To it belongs
\begin{equation}
U=\cos\tfrac\theta2\,\mathbb 1-i\sin\tfrac\theta2\;\mathbf n\cdot\boldsymbol\sigma .
\label{eq:U}
\end{equation}
Time reversal is $\mathcal T=\Theta\mathcal K$, with $\mathcal K$ complex conjugation of the components $\psi_\sigma(\mathbf r)$ and
\begin{equation}
\Theta=-i\sigma_y=\begin{pmatrix}0&-1\\ 1&0\end{pmatrix}.
\end{equation}
Without spin, $c$ has one component and $U$ and $\Theta$ are replaced by $1$. The label $s=+1$ denotes the spatial operation alone and $s=-1$ the spatial operation followed by time reversal.

The result to be derived is the following. If the operation is a symmetry of the Hamiltonian and $c$ describes an eigenstate at $\mathbf k$ with energy $\varepsilon$, then for any reciprocal lattice vector $\mathbf G_0$ an eigenstate with the same energy at
\begin{equation}
\mathbf k'=sR\mathbf k+\mathbf G_0
\label{eq:kprime}
\end{equation}
has the coefficients
\begin{align}
s=+1:\quad c'(\mathbf G')&=e^{-i(\mathbf k'+\mathbf G')\cdot\mathbf t}\;U\;c\big(R^{-1}(\mathbf G'+\mathbf G_0)\big),
\label{eq:res1}\\
s=-1:\quad c'(\mathbf G')&=e^{-i(\mathbf k'+\mathbf G')\cdot\mathbf t}\;U\,\Theta\;c^{*}\big(-R^{-1}(\mathbf G'+\mathbf G_0)\big).
\label{eq:res2}
\end{align}
In a Brillouin-zone integration $\mathbf k$ is a point of the irreducible set, $\mathbf k'$ is the mesh point equivalent to $sR\mathbf k$, and $\mathbf G_0$ is the vector that brings $sR\mathbf k$ back to the cell in which the mesh is stored.

Where a definite Hamiltonian is needed, it is the one-electron (mean-field) model
\begin{equation}
H=\tfrac12\mathbf p^2+V(\mathbf r)+\lambda\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)+h\,\sigma_z ,
\label{eq:H}
\end{equation}
with $V$ real, local and lattice periodic. The Pauli value of the spin-orbit coefficient is $\alpha^2/4=1.33\times10^{-5}$ bohr$^2$, with $\alpha$ the fine-structure constant; here $\lambda$ is a free model parameter. The uniform exchange field $h$ is zero unless stated otherwise.

\section{Lattice and spin algebra used by both derivations}

\subsection{The reciprocal lattice under $R$}

If $g$ maps the crystal onto itself, then $g\{E|\mathbf L\}g^{-1}$ does too. Acting on a point, it gives $R\big(R^{-1}(\mathbf r-\mathbf t)+\mathbf L\big)+\mathbf t=\mathbf r+R\mathbf L$, a pure translation, so $R\mathbf L$ is a lattice vector. Applied to the three columns of $A$ this reads
\begin{equation}
RA=AW
\end{equation}
with $W$ an integer matrix. The same argument for $g^{-1}$ makes $W^{-1}$ integer. For the reciprocal basis, use $R=R^{-T}$, which is orthogonality:
\begin{equation}
RB=2\pi R^{-T}A^{-T}=2\pi(RA)^{-T}=2\pi(AW)^{-T}=2\pi A^{-T}W^{-T}=B\,W^{-T}.
\label{eq:RB}
\end{equation}
The second step holds because $(RA)^{T}=A^{T}R^{T}$, whose inverse is $R^{-T}A^{-T}$, and the fourth step for the same reason. Since $W^{-T}$ and its inverse $W^{T}$ are both integer, $\mathbf G\mapsto R\mathbf G$ is a one-to-one map of the reciprocal lattice onto itself. Reduced positions transform with $W$, reduced wave vectors with $W^{-T}$; the two coincide only when $W$ itself is orthogonal, which is not the case for a threefold rotation in a hexagonal basis.

\subsection{Cross products}

For any vectors, $(R\mathbf a\times R\mathbf b)\cdot R\mathbf c=\det(R\mathbf a,R\mathbf b,R\mathbf c)=\det R\;(\mathbf a\times\mathbf b)\cdot\mathbf c$. By orthogonality the last scalar product equals $R(\mathbf a\times\mathbf b)\cdot R\mathbf c$, and $R\mathbf c$ is arbitrary, so
\begin{equation}
R\mathbf a\times R\mathbf b=R_p\,(\mathbf a\times\mathbf b).
\label{eq:cross}
\end{equation}

\subsection{The matrix $U$}

Write $C=\cos\frac\theta2$, $S=\sin\frac\theta2$, $N=\mathbf n\cdot\boldsymbol\sigma$ and $M=\mathbf a\cdot\boldsymbol\sigma$. The product rule $(\mathbf a\cdot\boldsymbol\sigma)(\mathbf b\cdot\boldsymbol\sigma)=\mathbf a\cdot\mathbf b+i(\mathbf a\times\mathbf b)\cdot\boldsymbol\sigma$ gives $N^2=1$, $MN-NM=2i(\mathbf a\times\mathbf n)\cdot\boldsymbol\sigma$ and $MN+NM=2\,\mathbf a\cdot\mathbf n$. From the first, $UU^\dagger=(C-iSN)(C+iSN)=C^2+S^2=1$. The eigenvalues of $N$ are $\pm1$, so those of $U$ are $e^{\mp i\theta/2}$ and $\det U=1$. From the third, $NMN=N(2\,\mathbf a\cdot\mathbf n-NM)=2(\mathbf a\cdot\mathbf n)N-M$. Then
\begin{align}
UMU^\dagger&=C^2M+iCS\,(MN-NM)+S^2NMN\nonumber\\
&=(C^2-S^2)M-2CS\,(\mathbf a\times\mathbf n)\cdot\boldsymbol\sigma+2S^2(\mathbf a\cdot\mathbf n)N\nonumber\\
&=\big[\cos\theta\,\mathbf a+\sin\theta\,\mathbf n\times\mathbf a+(1-\cos\theta)(\mathbf a\cdot\mathbf n)\mathbf n\big]\cdot\boldsymbol\sigma .
\end{align}
The bracket keeps the component of $\mathbf a$ along $\mathbf n$ and turns the perpendicular component by $\theta$ towards $\mathbf n\times\mathbf a$; it is $R_p\mathbf a$ (the Rodrigues formula). Therefore
\begin{equation}
U\,(\mathbf a\cdot\boldsymbol\sigma)\,U^\dagger=(R_p\mathbf a)\cdot\boldsymbol\sigma .
\label{eq:adj}
\end{equation}
The relation is linear in $\mathbf a$, so it holds for complex $\mathbf a$ and for a vector of orbital operators.

Equation~(\ref{eq:adj}) fixes $U$ up to a phase. If a unitary $U'$ also satisfies it, $U^\dagger U'$ commutes with all three Pauli matrices, hence with every $2\times2$ matrix, and is a multiple $e^{i\chi}$ of the identity. The condition $\det U'=1$ leaves $e^{2i\chi}=1$, so $U'=\pm U$. The second sign corresponds to $\theta\to\theta+2\pi$, which is the same $R_p$.

\subsection{The matrix $\Theta$}

$\Theta$ is real and unitary, $\Theta^{-1}=\Theta^\dagger=i\sigma_y$, so $\Theta X\Theta^{-1}=\sigma_yX\sigma_y$. The matrices $\sigma_x$ and $\sigma_z$ are real and anticommute with $\sigma_y$, while $\sigma_y^*=-\sigma_y$ commutes with it. In all three cases
\begin{equation}
\Theta\,\sigma_j^{*}\,\Theta^{-1}=-\sigma_j .
\label{eq:flip}
\end{equation}
Conjugating Eq.~(\ref{eq:U}) gives $U^*=C+iS\,\mathbf n\cdot\boldsymbol\sigma^*$, and Eq.~(\ref{eq:flip}) turns this into $\Theta U^*\Theta^{-1}=C-iS\,\mathbf n\cdot\boldsymbol\sigma=U$, that is
\begin{equation}
\Theta\,U^{*}=U\,\Theta .
\label{eq:commute}
\end{equation}
For $U'=e^{i\chi}U$ one finds $\Theta U'^{*}=e^{-2i\chi}U'\Theta$, so the unit determinant is what makes the spin rotation commute with time reversal. Finally $\mathcal T^2=\Theta\mathcal K\Theta\mathcal K=\Theta^2=-\sigma_y^2=-1$, while $\mathcal T^2=\mathcal K^2=+1$ without spin.

\section{First derivation: moving the wave function in real space}

\subsection{The operator and its commutation with $H$}

Define
\begin{equation}
(P_g\psi)(\mathbf r)=U\,\psi\big(R^{-1}(\mathbf r-\mathbf t)\big).
\label{eq:P}
\end{equation}
The change of variables has unit Jacobian and $U$ is unitary, so $P_g$ is unitary. This derivation needs only that $P_g$ or $\mathcal TP_g$ commutes with $H$: from $H\psi=\varepsilon\psi$ follows $HP_g\psi=P_gH\psi=\varepsilon P_g\psi$, and for the antiunitary operator the same holds with $\varepsilon^*=\varepsilon$. The model (\ref{eq:H}) shows why $U$ must belong to $R_p$.

Let $O_g$ be the orbital part of $P_g$. For a multiplicative operator, $O_gf(\mathbf r)O_g^{-1}=f(g^{-1}\mathbf r)$, so $V$ is invariant if $V(g\mathbf r)=V(\mathbf r)$. Differentiating this condition by the chain rule gives $R^{T}(\nabla V)(g\mathbf r)=\nabla V(\mathbf r)$, and replacing $\mathbf r$ by $g^{-1}\mathbf r$ gives $(\nabla V)(g^{-1}\mathbf r)=R^{-1}\nabla V(\mathbf r)$. For the momentum, act on a plane wave: $O_g^{-1}e^{i\mathbf K\cdot\mathbf r}=e^{i\mathbf K\cdot(R\mathbf r+\mathbf t)}$ is a plane wave with wave vector $R^{T}\mathbf K=R^{-1}\mathbf K$; the operator $\mathbf p$ multiplies it by $R^{-1}\mathbf K$; $O_g$ restores the original wave. Hence $O_g\,\mathbf p\,O_g^{-1}=R^{-1}\mathbf p$, and $\mathbf p^2$ is invariant. With $\mathbf X=\nabla V\times\mathbf p$, Eq.~(\ref{eq:cross}) applied to $R^{-1}$ gives $O_g\mathbf XO_g^{-1}=R_p^{-1}\mathbf X$. If the spin matrix in (\ref{eq:P}) represented some rotation $Q$, Eq.~(\ref{eq:adj}) would give
\begin{equation}
P_g\,(\boldsymbol\sigma\cdot\mathbf X)\,P_g^{-1}=U\big(\boldsymbol\sigma\cdot R_p^{-1}\mathbf X\big)U^\dagger=\boldsymbol\sigma\cdot\big(Q R_p^{-1}\mathbf X\big).
\end{equation}
This equals $\boldsymbol\sigma\cdot\mathbf X$ for $Q=R_p$, and only then if the three components of $\mathbf X$ are linearly independent operators. The inversion has $R_p=\mathbb 1$ and leaves the spin alone. A mirror is the inversion times a twofold rotation about its normal, and acts on the spin as that rotation.

Under $\mathcal K$, $\mathbf p=-i\nabla$ changes sign and the real $V$ does not; by (\ref{eq:flip}) $\boldsymbol\sigma$ changes sign under $\mathcal T$. The spin-orbit term has one factor of each and is invariant. The exchange term $h\sigma_z=h\,\hat{\mathbf z}\cdot\boldsymbol\sigma$ goes to $h(R_p\hat{\mathbf z})\cdot\boldsymbol\sigma$ under $P_g$ and to minus this under $\mathcal TP_g$. The operation is therefore a symmetry of the model if $V(g\mathbf r)=V(\mathbf r)$ and, for $h\ne0$,
\begin{equation}
s\,R_p\hat{\mathbf z}=\hat{\mathbf z}.
\label{eq:mag}
\end{equation}

\subsection{The spatial operation}

Insert the expansion (\ref{eq:bloch}) into (\ref{eq:P}). For one term, $\mathbf K\cdot R^{-1}\mathbf y=(R\mathbf K)\cdot\mathbf y$, because $R^{-1}=R^{T}$ can be moved to the other factor of the scalar product. With $\mathbf y=\mathbf r-\mathbf t$,
\begin{equation}
e^{i\mathbf K\cdot R^{-1}(\mathbf r-\mathbf t)}=e^{-iR\mathbf K\cdot\mathbf t}\,e^{iR\mathbf K\cdot\mathbf r},
\end{equation}
and so
\begin{equation}
(P_g\psi)(\mathbf r)=\frac1{\sqrt\Omega}\sum_{\mathbf G}e^{-iR(\mathbf k+\mathbf G)\cdot\mathbf t}\;U c(\mathbf G)\;e^{iR(\mathbf k+\mathbf G)\cdot\mathbf r}.
\label{eq:Pexp}
\end{equation}
The phase contains the rotated wave vector. It agrees with $e^{-i\mathbf K\cdot\mathbf t}$ for all $\mathbf K$ if $R^{-1}\mathbf t=\mathbf t$, as for a screw whose translation lies along an axis through the origin, and not in general.

Every wave vector in (\ref{eq:Pexp}) is $R\mathbf k$ plus the reciprocal lattice vector $R\mathbf G$, so the image is a Bloch function that may be labelled by $R\mathbf k$ or by any $\mathbf k'=R\mathbf k+\mathbf G_0$. The index $\mathbf G'$ that a term carries in the expansion at $\mathbf k'$ is defined by equating full wave vectors:
\begin{equation}
\mathbf k'+\mathbf G'=R\mathbf k+R\mathbf G
\quad\Rightarrow\quad \mathbf G'=R\mathbf G-\mathbf G_0,\qquad \mathbf G=R^{-1}(\mathbf G'+\mathbf G_0).
\label{eq:idx1}
\end{equation}
What is added to the label is subtracted from the index. The map is one-to-one on the reciprocal lattice, so the sum over $\mathbf G$ can be rewritten as a sum over $\mathbf G'$:
\begin{equation}
(P_g\psi)(\mathbf r)=\frac1{\sqrt\Omega}\sum_{\mathbf G'}\Big[e^{-i(\mathbf k'+\mathbf G')\cdot\mathbf t}\,U\,c\big(R^{-1}(\mathbf G'+\mathbf G_0)\big)\Big]e^{i(\mathbf k'+\mathbf G')\cdot\mathbf r}.
\end{equation}
Plane waves with different $\mathbf G'$ are orthogonal, so the expansion is unique and the bracket is $c'(\mathbf G')$. This is Eq.~(\ref{eq:res1}).

\subsection{Time reversal}

Apply $\mathcal T$ to (\ref{eq:Pexp}). Conjugation acts on the plane wave, on the phase, on $U$ and on the coefficient:
\begin{equation}
(\mathcal TP_g\psi)(\mathbf r)=\frac1{\sqrt\Omega}\sum_{\mathbf G}e^{+iR(\mathbf k+\mathbf G)\cdot\mathbf t}\;\Theta U^{*}c^{*}(\mathbf G)\;e^{-iR(\mathbf k+\mathbf G)\cdot\mathbf r}.
\end{equation}
The wave vectors are now $-R(\mathbf k+\mathbf G)$, so the label is $\mathbf k'=-R\mathbf k+\mathbf G_0$ and
\begin{equation}
\mathbf k'+\mathbf G'=-R\mathbf k-R\mathbf G
\quad\Rightarrow\quad \mathbf G'=-R\mathbf G-\mathbf G_0,\qquad \mathbf G=-R^{-1}(\mathbf G'+\mathbf G_0).
\label{eq:idx2}
\end{equation}
In the phase, $+R(\mathbf k+\mathbf G)=-(\mathbf k'+\mathbf G')$: the sign from conjugation and the sign from reversing the wave vector cancel, and written in terms of the final wave vector the phase is again $e^{-i(\mathbf k'+\mathbf G')\cdot\mathbf t}$. Equation~(\ref{eq:commute}) replaces $\Theta U^*$ by $U\Theta$, which gives Eq.~(\ref{eq:res2}). The same identity shows $\mathcal TP_g=P_g\mathcal T$, since the argument $g^{-1}\mathbf r$ is real; reading (\ref{eq:res2}) from right to left is the order in which time reversal acts first. In components, $\Theta c^*=(-c_\downarrow^*,\,c_\uparrow^*)^{T}$.

\subsection{Reduced coordinates and the permutation}

With $\mathbf G_0=B\mathbf m_0$, $\mathbf G'=B\mathbf m'$ and Eq.~(\ref{eq:RB}), $R$ acts on reduced wave vectors as $W^{-T}$ and $R^{-1}$ as $W^{T}$. Equations (\ref{eq:kprime}), (\ref{eq:idx1}) and (\ref{eq:idx2}) become
\begin{equation}
\boldsymbol\kappa'=sW^{-T}\boldsymbol\kappa+\mathbf m_0,\qquad
\mathbf m'=sW^{-T}\mathbf m-\mathbf m_0,\qquad
\mathbf m=sW^{T}(\mathbf m'+\mathbf m_0),
\label{eq:red}
\end{equation}
and the phase is $e^{-2\pi i(\boldsymbol\kappa'+\mathbf m')\cdot\boldsymbol\tau}$. The index map is exact integer arithmetic.

Since $\mathbf k'+\mathbf G'=sR(\mathbf k+\mathbf G)$ and $R$ preserves length, $|\mathbf k'+\mathbf G'|=|\mathbf k+\mathbf G|$, so $\mathbf G\in S_{\mathbf k}$ exactly when $\mathbf G'\in S_{\mathbf k'}$. The two spheres contain the same number of waves, and once each is stored as a list the map is a permutation of list positions. The phase has modulus one and $U$ and $\Theta$ are unitary, so $c'^\dagger(\mathbf G')c'(\mathbf G')=c^\dagger(\mathbf G)c(\mathbf G)$ term by term, and the norm is conserved. A state computed in a truncated basis is an eigenstate of $\Pi_{\mathbf k}H\Pi_{\mathbf k}$, with $\Pi_{\mathbf k}$ the projector on the basis. The bijection says that the symmetry operator carries $\Pi_{\mathbf k}$ into $\Pi_{\mathbf k'}$, so the image is an exact eigenstate of the truncated problem at $\mathbf k'$, at any cutoff, converged or not.

\section{Second derivation: relating the Hamiltonian matrices}

This derivation uses no operator on wave functions. It compares the secular matrices at $\mathbf k$ and $\mathbf k'$ element by element and solves for the transformation that turns one into the other.

The first derivation has established Eqs. (\ref{eq:res1}) and (\ref{eq:res2}) by moving the wave function in real space. It remains to carry out the second derivation, compare what the two assume, and test the formulas on a worked example.
